# The scalar-relativistic exponent at a point nucleus as c grows

An electron in a 2p level of a heavy one-electron ion is seldom found close to the nucleus, because the centrifugal barrier keeps it away. Without relativity its radial function $P(r)$, whose square is the probability per unit length, starts as $r^2$. For general $l$ it starts as $r^{l+1}$. For a point nucleus, a relativistic treatment changes this power. What happens to the change if the speed of light $c$ is made larger and larger?

The natural answer is that the power returns to $l+1$. Relativity is switched off as $c\to\infty$, the equation becomes the Schrödinger equation at every radius, and the energies go to their nonrelativistic values. For s states the power does return to $l+1=1$. All these observations are correct, yet for the scalar-relativistic equation with a point nucleus the conclusion is false for every $l>0$. The power tends to $\sqrt{l^2+l+1}$, which for a p state is 1.732 and not 2.

## The equation

I use atomic units, $\hbar=m=e=1$, a point nucleus $V=-Z/r$, and an energy $E$ that excludes the rest energy. The radial Dirac equations for the large component $P$ and the small component $Q$ are

$$P'+\frac{\kappa}{r}P=2Mc\,Q,\qquad Q'-\frac{\kappa}{r}Q=\frac{V-E}{c}P,\qquad M=1+\frac{E-V}{2c^2}.$$

Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so that $\kappa(\kappa+1)=l(l+1)$ in both cases. The first equation gives $Q=(P'+\kappa P/r)/(2Mc)$. Put this into the second and multiply by $2Mc$. The derivative of $1/M$ produces a term in $M'/M$, the terms $\pm\kappa P'/r$ cancel, and

$$P''-\frac{l(l+1)}{r^2}P-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)=2M(V-E)P.$$

With $P=rg$ we have $P'=g+rg'$ and $P''=2g'+rg''$. Division by $r$ gives

$$g''+\frac2r g'-\frac{M'}{M}\left(g'+\frac{1+\kappa}{r}g\right)-\left[\frac{l(l+1)}{r^2}+2M(V-E)\right]g=0.$$

The term with $1+\kappa$ is the spin-orbit term. Its values are $-l$, with $2(l+1)$ states, and $l+1$, with $2l$ states, so its weighted mean is zero. Dropping it gives the Koelling-Harmon scalar-relativistic equation:

$$g''+\left(\frac2r-\frac{M'}{M}\right)g'-\left[\frac{l(l+1)}{r^2}+2M(V-E)\right]g=0. \tag{1}$$

## The power at the origin

For the point nucleus,

$$M=1+\frac{E}{2c^2}+\frac{r_0}{r},\qquad r_0=\frac{Z}{2c^2},\qquad M'=-\frac{r_0}{r^2}.$$

The length $r_0$ is the radius where the potential part of $M$ equals 1. However large $c$ is, there are radii far below $r_0$, and there $M\approx r_0/r$. Hence

$$\frac{M'}{M}\to-\frac1r,\qquad 2M(V-E)\to 2\,\frac{r_0}{r}\left(-\frac Zr\right)=-\frac{Z^2}{c^2r^2}.$$

The first of these limits does not contain $c$. That is the whole source of the effect: a large $c$ makes the region small but does not weaken the term inside it.

Inserting $g=r^{s-1}$, which means $P=r^s$, into equation (1) gives

$$(s-1)(s-2)+3(s-1)-l(l+1)+\frac{Z^2}{c^2}=0.$$

The first two terms add up to $(s-1)(s+1)=s^2-1$, so

$$s=\sqrt{l(l+1)+1-\frac{Z^2}{c^2}}\;\longrightarrow\;\sigma=\sqrt{l^2+l+1}\quad(c\to\infty). \tag{2}$$

The positive root is the regular solution, and it is real when $Z^2/c^2<l(l+1)+1$. Since $(l+1)^2-\sigma^2=l$, the limit equals $l+1$ for $l=0$ and lies below it for every $l>0$.

The tempting argument sets $M=1$ first, which removes $M'/M$, and then lets $r\to0$. The power at the origin is defined by the other order: $r\to0$ at a given $c$, and then $c\to\infty$. The two limits do not commute.

## What the Dirac equation does

Keeping the spin-orbit term adds $(1+\kappa)g/r^2$ near the origin. The condition becomes

$$s_\kappa^2=l(l+1)-\kappa-\frac{Z^2}{c^2}=\kappa^2-\frac{Z^2}{c^2},$$

where the last step uses $l(l+1)=\kappa^2+\kappa$. As $c$ grows, $s_\kappa\to|\kappa|$. This is $l+1$ for $j=l+\tfrac12$, but $l$ for $j=l-\tfrac12$. The large component of a $\mathrm{p}_{1/2}$ state therefore also fails to recover the power 2.

Because $1+\kappa$ has weighted mean zero, $\kappa$ has weighted mean $-1$, and the weighted mean of $s_\kappa^2$ is the scalar $s^2$ of equation (2). The scalar power is thus a compromise between two Dirac powers, of which one returns to $l+1$ and the other does not.

## How the solution becomes nonrelativistic

To see the crossover, measure the radius as $x=r/r_0$ and let $c\to\infty$ at fixed $x$. Then $M\to1+1/x$. The potential term, multiplied by $r^2$, is $-(Z^2/c^2)(1+x)$ and vanishes, as does the energy term. Equation (1) becomes

$$g''+\left[\frac2x+\frac{1}{x(1+x)}\right]g'-\frac{l(l+1)}{x^2}g=0,$$

with primes now denoting $d/dx$. Multiply by $x^2(1+x)$ and write $\theta=x\,d/dx$, so that $x^2g''=\theta(\theta-1)g$. Collecting the terms without and with an extra factor $x$ gives

$$\left[(\theta+1)^2-\sigma^2\right]g+x\,(\theta-l)(\theta+l+1)\,g=0. \tag{3}$$

On a power $x^\mu$, $\theta$ acts as the number $\mu$. For $g=\sum_n a_nx^{\sigma-1+n}$, equation (3) therefore yields

$$n(n+2\sigma)\,a_n=-(n-1+\sigma-1-l)(n-1+\sigma+l)\,a_{n-1}.$$

This is the recurrence of a hypergeometric function:

$$g=x^{\sigma-1}\,{}_2F_1(\sigma-1-l,\;\sigma+l;\;2\sigma+1;\;-x).$$

The series converges for $x<1$, and the function continues it to larger $x$.

At large $x$ the second part of (3) dominates and allows $x^l$ and $x^{-l-1}$. To see which one occurs, write the limit equation as

$$\left(\frac{x^2g'}{M}\right)'=\frac{l(l+1)}{M}\,g.$$

For $l>0$ the regular solution starts positive, and $x^2g'/M$ starts from zero. The right side is positive, so $g'$ stays positive and $g$ keeps growing. It must therefore contain $x^l$.

The first correction follows from $g=x^l(1+\alpha/x+\dots)$. In (3), the first bracket acting on $x^l$ gives $[(l+1)^2-\sigma^2]x^l=l\,x^l$. The second part acting on $\alpha x^{l-1}$ gives $-2l\alpha\,x^l$. Their sum must vanish, so $\alpha=\tfrac12$. The local power is then

$$p(r)=\frac{d\ln P}{d\ln r}=1+\theta\ln g\approx l+1-\frac{r_0}{2r}\qquad(l>0,\ r\gg r_0). \tag{4}$$

Equation (4) belongs to the limit equation, from which the potential term has been dropped. At finite $c$ and $r\gg r_0$ that term, $2MVr^2\approx-2Zr$, lowers $p$ by a further $Zr/(l+1)$ to first order in $Zr$, as in the Schrödinger solution, so (4) describes only radii where this is negligible. The anomaly thus belongs to radii of order $r_0$ and below, but it has no sharp edge. Evaluating the hypergeometric function for $l=1$ gives $p=1.734$ at $0.01\,r_0$, 1.832 at $r_0$, 1.959 at $10\,r_0$ and 1.995 at $100\,r_0$. The value halfway between $\sqrt3$ and 2 is reached at $1.72\,r_0$.

At a fixed $r>0$, increasing $c$ drives $x=r/r_0$ to infinity. The admixture of $x^{-l-1}$ relative to $x^l$ dies out, $M$ tends to 1, and the regular Schrödinger solution is recovered at that radius.

## A 2p electron at Z = 80

Take a one-electron ion with $Z=80$ and a point nucleus, for which $Z/c=0.5838$ and $r_0=1.127\times10^{-3}$ angstrom. Equation (2) gives

$$s=\sqrt{3-0.5838^2}=\sqrt{2.659}=1.631.$$

To follow the local power over all radii, set $q=d\ln g/d\ln r=p-1$. Since $r^2g''/g=dq/d\ln r+q^2-q$, equation (1) becomes

$$\frac{dq}{d\ln r}=-q^2-q+\frac{rM'}{M}\,q+l(l+1)+2Mr^2(V-E).$$

I integrated this numerically outward from $10^{-16}r_0$, starting from $q=l+\tfrac12$, which corresponds to neither $s$ nor $l+1$. Near the origin $rM'/M=-1$, so a small error $\delta$ in $q$ obeys $d\delta/d\ln r=-(2q+2)\delta=-2s\,\delta$. It fades as $r^{-2s}$, and the equation itself selects the power. The energy is the value at which this solution joins smoothly, at $r=4/Z$, to one integrated inward from large $r$.

The table shows the results when $c$ is multiplied by 1, 10 and 100. "Origin" means $r=10^{-7}r_0$.

| Factor on $c$ | $p$, origin | $p$ at 0.001 angstrom | $E$ (eV) |
|---|---|---|---|
| 1 | 1.6307 | 1.6415 | −22880.6 |
| 10 | 1.7311 | 1.9178 | −21779.9 |
| 100 | 1.7320 | 1.9243 | −21769.2 |

The nonrelativistic 2p function is $P\propto r^2e^{-Zr/2}$, so its local power is $2-Zr/2$. At 0.001 angstrom this is $2-0.0756=1.9244$, and its energy is −21769.1 eV. The third and fourth columns approach these values. The second column settles at $\sqrt3=1.7321$ and stays 0.268 below 2.

There is no conflict between the columns. The normalized nonrelativistic density is $P^2=Z^5r^4e^{-Zr}/24$. For $Zr_0\ll1$ the exponential is close to 1 inside $r_0$, and the probability there is

$$\int_0^{r_0}P^2\,dr\approx\frac{(Zr_0)^5}{120}\propto c^{-10}.$$

Integrated numerically with the exponential kept, it is $1.0\times10^{-6}$ at the physical $c$ and $1.2\times10^{-16}$ at ten times that value. This is the nonrelativistic estimate, and the relativistic solution puts more weight there. Inside $r_0$ the product $Mr$ is of order $r_0$. For $l>0$ the small component of the scalar-relativistic solution, of order $P/(2Mcr)$, is therefore of order $P/(2cr_0)=cP/Z$; at large $c$ its weight there exceeds that of $P^2$ by a factor of order $c^2/Z^2$ and falls as $c^{-8}$. In the Dirac equation the same holds for $j=l-\tfrac12$, but not for $j=l+\tfrac12$, where $s_\kappa+\kappa$ is only of order $Z^2/c^2$ and the small component stays small. Either way the weight of the region with the wrong-looking power vanishes much faster than $1/c^2$, and the energy shift from the nonrelativistic value falls from −10.82 to −0.108 eV between the last two rows, the factor of 100 expected of a $1/c^2$ correction.

## Where the result stops

The argument needs a potential for which $rM'/M$ does not vanish at the origin, such as an attractive one that diverges as a power of $r$. Equation (2) is the result for $1/r$. For $V\propto-r^{-a}$ with $0<a<1$, $rM'/M\to-a$, the potential term drops out of the power, and $(s-1)(s+a)=l(l+1)$, which again puts $s$ below $l+1$ for $l>0$. In a nucleus of finite size $V$ is finite at the centre and $V'$ vanishes there. Then $M'/M=-V'/(2c^2M)$ vanishes too, the terms that fix the power are those of the Schrödinger equation, and $P$ starts as $r^{l+1}$ at any $c$. For a uniformly charged sphere of radius $0.1\,r_0$ the same integration gives $p=2.000$ for $l=1$ at $10^{-6}r_0$. This holds only well inside the nucleus. For the same sphere at $Z=80$, $p$ has fallen to 1.76 at the surface and to 1.65 at twice the radius, close to the point-nucleus value 1.64 there. A real nucleus with $Z=80$ has a radius of about $0.06\,r_0$, so between its surface and $r_0$ the reduced power survives. It disappears altogether only when $r_0$ is small compared with the nuclear radius, as happens when $c\to\infty$ at fixed nuclear size.

For a point nucleus, a numerical solution that begins far inside $r_0$ should start with $r^s$ from equation (2), even when $Z/c$ is small. Starting with $r^{l+1}$ introduces an error in the local power, which fades outward as $r^{-2s}$ while $r\ll r_0$. For $l>0$ the smallness of $Z/c$ does not justify $r^{l+1}$ at the origin; that power describes the solution only at radii large compared with $r_0$ and small compared with $1/Z$, a range that exists only when $Zr_0=Z^2/(2c^2)$ is small (it is 0.17 for $Z=80$, which is too large: there the 2p power never rises above 1.65). In practice a wrong starting power set far inside $r_0$ does little harm, because its error has many decades of radius over which to fade.

Numbers in the example were calculated in double precision.
